# Energy Gained by an Electron Crossing a Narrow Cyclotron Resonance

In non-relativistic theory, a collisionless electron starting from rest in a uniform magnetic field, driven at exact cyclotron resonance by a spatially uniform rotating electric field, gains transverse energy as the square of time, without limit. That result cannot predict the heating in a low-pressure microwave source. There the magnetic field varies along the axis, and an electron soon leaves the place where its gyration keeps step with the wave. Without knowing how long the two stay in step, one has neither the energy gained per pass nor its dependence on electron speed and magnet design. The gradient itself supplies this time.

## Equation of motion near resonance

Let the static field point along \(+z\) with strength \(B(z)>0\). The electron has charge \(-e\) and mass \(m\), and \(\omega_c=eB/m\) is positive. For non-relativistic motion without collisions,

\[
m\dot{\mathbf v}=-e(\mathbf E+\mathbf v\times\mathbf B).
\]

Keep only the axial magnetic field for now; its small radial part is restored below. The transverse components are

\[
\dot v_x=-\frac{e}{m}E_x-\omega_c v_y,\qquad
\dot v_y=-\frac{e}{m}E_y+\omega_c v_x .
\]

Add \(i\) times the second equation to the first and define \(V=v_x+iv_y\). Since \(-v_y+iv_x=iV\),

\[
\dot V=i\omega_cV-\frac{e}{m}(E_x+iE_y). \tag{1}
\]

With no electric field \(V\propto e^{i\omega_ct}\), so the electron turns counterclockwise in the \(xy\) plane. The field component that can stay in step with it is \(E_x+iE_y=E_re^{i\omega t}\), a vector of constant length \(E_r\) turning the same way. The axes are oriented so that \(E_r\) is real and positive when the electron crosses resonance at \(t=0\).

A linearly polarised field \(E_0\cos\omega t\) along \(x\) contains this component, because

\[
E_0\cos\omega t=\frac{E_0}{2}e^{i\omega t}+\frac{E_0}{2}e^{-i\omega t}.
\]

Hence \(E_r=E_0/2\). Seen from the rotating electron, the second part turns at about \(2\omega\). Its velocity contribution is smaller than the resonant one by a factor of order \(1/(2\omega\tau)\), where \(\tau\) is the resonance time found below. It is dropped.

Near resonance, expand the cyclotron frequency to first order:

\[
\omega_c(z)=\omega+\alpha z,\qquad
\alpha=\frac{d\omega_c}{dz}=\frac{e}{m}\frac{dB}{dz}. \tag{2}
\]

Assume that the axial speed \(v>0\) is nearly constant in the narrow zone, so \(z=vt\). Substituting \(V=ue^{i\omega t}\) into (1) gives

\[
(\dot u+i\omega u)e^{i\omega t}
=i(\omega+\alpha vt)ue^{i\omega t}-\frac{eE_r}{m}e^{i\omega t}.
\]

The terms in \(i\omega u\) cancel, leaving

\[
\dot u=i\alpha vt\,u-\frac{eE_r}{m}. \tag{3}
\]

## The velocity kick

Let \(\theta(t)=\alpha vt^2/2\), so that \(\dot\theta=\alpha vt\). Multiplication of (3) by \(e^{-i\theta}\) makes the left side a total derivative:

\[
\frac{d}{dt}\left(ue^{-i\theta}\right)
=(\dot u-i\dot\theta u)e^{-i\theta}
=-\frac{eE_r}{m}e^{-i\theta}.
\]

Integrate from \(-T\) to \(T\), using \(\theta(-T)=\theta(T)\):

\[
u(T)e^{-i\theta(T)}=U_0-\frac{eE_r}{m}I_T,\qquad
I_T=\int_{-T}^{T}e^{-i\alpha vt^2/2}\,dt, \tag{4}
\]

where \(U_0=u(-T)e^{-i\theta(T)}\). Phase factors do not change lengths, so \(|U_0|\) is the initial transverse speed \(v_\perp\). The wave adds a kick that does not depend on the initial transverse velocity.

To find the limit \(I\) of \(I_T\) for large \(T\), set \(\beta=\alpha v\) and \(p=\epsilon+i\beta\) with \(\epsilon>0\). Squaring the convergent Gaussian integral and using polar coordinates gives

\[
\left(\int_{-\infty}^{\infty}e^{-pt^2/2}dt\right)^2
=2\pi\int_0^\infty e^{-pr^2/2}r\,dr=\frac{2\pi}{p}. \tag{5}
\]

The limit \(\epsilon\to0\) is safe because the tails are uniformly small. Integration by parts gives

\[
\int_T^\infty e^{-pt^2/2}dt
=\frac{e^{-pT^2/2}}{pT}-\int_T^\infty\frac{e^{-pt^2/2}}{pt^2}dt .
\]

Each term on the right has magnitude at most \(1/(|\beta|T)\). Thus \(I^2=2\pi/(i\beta)\), and

\[
|I|=\tau=\sqrt{\frac{2\pi}{|\alpha|v}} . \tag{6}
\]

The two tails together change the integral by at most \(4/(|\beta|T)\). Since \(|\beta|\tau^2=2\pi\), this is at most \((2/\pi)(\tau/T)\) relative to \(\tau\). The infinite limits are therefore justified when the wave region is many resonance widths long.

The corresponding width is

\[
\Delta z=v\tau=\sqrt{\frac{2\pi v}{|\alpha|}} . \tag{7}
\]

At its edges, \(t=\pm\tau/2\), the phase slip is \(|\alpha|v\tau^2/8=\pi/4\). This width is a measure, not a sharp boundary. If the field acts only inside it, put \(t=\tau x\) in (4); the gain of an electron with no initial transverse speed, relative to the full gain, is

\[
\left|\int_{-1/2}^{1/2}e^{-i\pi x^2}dx\right|^2=0.946 .
\]

## Energy gain and its scaling

Let \(\Delta=eE_r\tau/m\) be the size of the kick, and \(\phi\) the angle between the kick and \(U_0\). The change in transverse kinetic energy is

\[
\delta W=\frac m2\left(v_\perp^2+\Delta^2+2v_\perp\Delta\cos\phi-v_\perp^2\right)
=\frac m2\Delta^2+mv_\perp\Delta\cos\phi . \tag{8}
\]

Electrons arriving at times unrelated to the wave phase have uniformly distributed \(\phi\). The cosine then averages to zero, and (6) gives

\[
\boxed{W=\langle\delta W\rangle
=\frac m2\frac{e^2E_r^2}{m^2}\frac{2\pi}{|\alpha|v}
=\frac{\pi e^2E_r^2}{m|\alpha|v}} . \tag{9}
\]

Using (2), the same result is

\[
W=\frac{\pi eE_r^2}{v|dB/dz|}. \tag{10}
\]

At fixed local field \(E_r\), the mean gain is inversely proportional to both axial speed and magnetic-field gradient.

The average hides a large spread. With \(W_\perp=mv_\perp^2/2\), the product \(mv_\perp\Delta\) equals \(2\sqrt{W_\perp W}\), so

\[
\delta W=W+2\sqrt{W_\perp W}\cos\phi,\qquad
\sigma=\sqrt{2W_\perp W}. \tag{11}
\]

The standard deviation \(\sigma\) follows from \(\langle\cos^2\phi\rangle=1/2\). An electron can lose energy in one crossing if \(W<4W_\perp\). The mean is positive because adding a vector of fixed length in a random direction increases the mean square speed.

The exponent of \(v\) reflects two effects. Within the zone the kick adds coherently, so energy varies as \(\tau^2\), not as \(\tau\). A faster electron also has a wider zone, by (7), so \(\tau\) falls only as \(v^{-1/2}\). Compare a uniform, exactly resonant region of fixed length \(L\). Its transit time is \(L/v\), and the mean gain is

\[
W_L=\frac m2\left(\frac{eE_rL}{mv}\right)^2\propto\frac1{v^2}. \tag{12}
\]

The gradient changes this inverse-square law into an inverse law because it makes the effective length depend on speed.

## Mirror force and slow electrons

A magnetic field with an axial gradient must also have a radial part. Near the axis of an axially symmetric field, zero divergence requires \(B_x=-xB'/2\) and \(B_y=-yB'/2\), with \(B'=dB/dz\). The axial force is

\[
F_z=-e(v_xB_y-v_yB_x)=-\frac{eB'}2(xv_y-yv_x).
\]

For counterclockwise gyration centred on the axis, the radius is \(v_\perp/\omega_c\) and \(xv_y-yv_x=v_\perp^2/\omega_c\). Since \(\omega_c=eB/m\),

\[
F_z=-\frac{mv_\perp^2}{2}\frac{B'}B,\qquad
a=\frac{v_\perp^2}{2L_B},\quad L_B=\frac{B}{|B'|}. \tag{13}
\]

Here \(a\) is the magnitude of the acceleration, directed towards weaker field. For a prescribed constant acceleration along the motion, \(z=vt+at^2/2\), and integration of \(\dot\theta=\alpha z\) gives

\[
\theta=\frac{\alpha vt^2}{2}+\frac{\alpha at^3}{6}.
\]

The first-order correction to \(e^{-i\theta}\) is odd in \(t\), so its contributions from the two halves of the crossing cancel. A modest speed change across the zone therefore has little effect on \(|I|\), provided \(v\) means the speed at resonance.

The inverse law cannot continue to \(v=0\). Consider an electron moving up the gradient that turns exactly at resonance, with \(z=-at^2/2\) and \(\alpha>0\). Then \(\theta=-\alpha at^3/6\). Define \(T_A=[2/(|\alpha|a)]^{1/3}\) and put \(t=T_As\). The phase becomes \(-s^3/3\). The integral representation of the Airy function,

\[
\mathrm{Ai}(0)=\frac1{2\pi}\int_{-\infty}^{\infty}e^{is^3/3}ds,
\]

gives a finite effective time,

\[
\tau_t=2\pi\,\mathrm{Ai}(0)\left(\frac{2}{|\alpha|a}\right)^{1/3}. \tag{14}
\]

Equating (6) to \(\tau_t\) defines a speed scale

\[
v_*=\frac{2\pi}{|\alpha|\tau_t^2}. \tag{15}
\]

Equation (9) requires \(v\) well above \(v_*\). Equation (14) assumes a prescribed \(a\), and so needs a weak wave: the kick \(eE_r\tau_t/m\) must be small compared with \(v_\perp\).

## A 2.45 GHz example

Take rough values for the ignition stage of an argon etching source: \(E_r=10\) V/cm, \(L_B=10\) cm, \(v=1.00\times10^8\) cm/s and \(W_\perp=5\) eV. The axial energy is 2.84 eV. Resonance lies at 875 G, the gradient is 87.5 G/cm, and \(\alpha=1.539\times10^9\) rad/s per cm, taking the gradient as positive. From (6) and (7),

\[
\tau=\sqrt{\frac{2\pi}{(1.539\times10^9)(1.00\times10^8)}}\ \mathrm{s}
=6.39\ \mathrm{ns},\qquad \Delta z=0.639\ \mathrm{cm}.
\]

The resonance time spans 15.7 wave periods. The kick is \(1.124\times10^8\) cm/s, or 1.124 times the axial speed. Its energy is therefore

\[
W=(2.843\ \mathrm{eV})(1.124)^2=3.59\ \mathrm{eV}
=5.75\times10^{-19}\ \mathrm{J}.
\]

The standard deviation is \(\sqrt{2(5)(3.59)}=5.99\) eV. Depending on phase, a single crossing changes the energy by anything from \(-4.88\) to \(+12.06\) eV.

Direct integration of (1) with a linearly polarised field tested the averaging and the scaling. It covered twelve cases, with speeds from \(0.5\) to \(4\times10^8\) cm/s, scale lengths of 5, 10 and 20 cm, and gradients of both signs. The largest deviation of the mean gain from (9) was 0.17%, relative to (9). The fitted exponents of speed and gradient were both \(-1.000\) to three decimals. Doubling either quantity, with the other and \(E_r\) fixed, reduced the gain from 3.59 to 1.79 eV.

The mirror force changes the axial speed by about 5.6% during \(\tau\), for the initial transverse energy. Three-dimensional orbits going down the gradient, with the wave travelling in the same direction as the electrons and with this force, the wave's magnetic force and its vacuum Doppler shift included, gave a mean gain of 3.56 eV. This is 0.8% below (9). With the wave travelling against the electrons the gain is 3.58 eV, about 0.1% below (9), so most of the small difference depends on the wave direction.

Direction matters after the crossing. An electron going up the gradient with the mean transverse energy \(5+3.59=8.59\) eV loses axial energy at the rate \(8.59\ \mathrm{eV}/L_B\). It stops after

\[
\frac{2.843}{8.59}(10\ \mathrm{cm})=3.31\ \mathrm{cm}.
\]

It then returns towards the resonance. Equation (9) applies to each crossing separately as long as the stopping distance is many widths \(\Delta z\), as it is here. At \(0.5\times10^8\) cm/s and the same field the stopping distance is only 0.58 cm against \(\Delta z=0.45\) cm, and the two crossings are no longer well separated. For separate crossings, gains from successive crossings add on average if the phase is randomised between them. With a fixed phase relation, the kicks can instead reinforce or cancel each other.

For an electron turning at resonance, (14) gives \(\tau_t=25.4\) ns, which direct integration along the prescribed path confirmed to within 1%. The speed scale is \(v_*=6.3\times10^6\) cm/s, about one sixteenth of the example speed. At 10 V/cm the turning-point kick would exceed \(v_\perp\), so both estimates belong to weaker fields.

## Absorbed power and the local field

Let \(f(v)\) be the axial velocity distribution at resonance, normalised to the electron density \(n\). Crossings per unit area and time in \(dv\) number \(|v|f(v)dv\), counting both directions. If slow electrons outside the range of (9) carry little of the power, then

\[
P=\int |v|f(v)\frac{\pi e^2E_r^2}{m|\alpha||v|}dv
=\frac{\pi ne^2E_r^2}{m|\alpha|}. \tag{16}
\]

Fast electrons cross more often but gain less each time, and the two factors cancel. Every electron therefore has the same weight, and the slow share is not negligible: a Maxwellian with rms axial speed \(10^8\) cm/s has 15% of its electrons below \(3v_*\). For a weak wave and prescribed \(a\), the Airy treatment of these electrons, including those that turn just short of resonance, gives a summed power within about 3% of their share in (16).

A cold plasma with collision frequency \(\nu\ll\omega\) gives the same power. Adding \(-\nu V\) to (1) and seeking \(V\propto e^{i\omega t}\) yields

\[
V=-\frac{(e/m)E_re^{i\omega t}}{\nu-i\alpha z}.
\]

The power density is \(-en\,\mathbf v\cdot\mathbf E\), whose integral is

\[
P=\frac{ne^2E_r^2}{m}\int_{-\infty}^{\infty}
\frac{\nu\,dz}{\nu^2+\alpha^2z^2}
=\frac{\pi ne^2E_r^2}{m|\alpha|}. \tag{17}
\]

The collision frequency sets the width of this cold absorption profile but not its area. The profile itself is physical only if \(\nu\tau\gg1\). In the example \(\nu\tau\approx0.02\) and \(\nu/|\alpha|\approx0.002\) cm, so the absorption is spread over the transit width \(\Delta z\) instead, and only the area carries over.

A vacuum wave with rotating field \(E_r\) carries the flux \(S=\epsilon_0cE_r^2\). With \(\omega_p^2=ne^2/(\epsilon_0m)\),

\[
\frac PS=\frac{\pi\omega_p^2}{c|\alpha|}. \tag{18}
\]

This ratio estimates the absorbed fraction only when it is small. At \(10^9\) cm\(^{-3}\), \(P=0.0575\) W/cm² and \(S=0.265\) W/cm², so the ratio is 0.217. At \(10^{11}\) cm\(^{-3}\) it is 21.7. More power cannot be absorbed than arrives, so the assumption that the vacuum field survives at resonance has failed.

The plasma also changes the wavelength. For a wave \(E_re^{i(\omega t-kz)}\), the phase in the crossing integral becomes

\[
\frac{\alpha vt^2}{2}+kvt
=\frac{\alpha v}{2}\left(t+\frac k\alpha\right)^2-\frac{k^2v}{2\alpha}.
\]

A constant \(k\) therefore moves the resonance to \(z=-kv/\alpha\) but leaves \(|I|\) unchanged. If \(k\) varies, the rate of change of the frequency mismatch is \(v(\alpha+v\,dk/dz)\), so this argument also needs \(|v\,dk/dz|\ll|\alpha|\).

To estimate \(k\), set \(\nu=0\) in the cold response. The current is \(-enV\), and adding it to the displacement current gives the refractive index \(N=kc/\omega\):

\[
N^2=1+\frac{\omega_p^2}{\omega(\omega_c-\omega)}. \tag{19}
\]

At the high-field edge of the zone, where \(\omega_c-\omega=|\alpha|\Delta z/2\), \(N=1.19\) at the lower density and 6.56 at the higher. An electron moving against the wave meets its resonance on this high-field side, displaced by \(N\) times the vacuum Doppler shift of 0.033 cm. With \(N\) taken from (19) at the displaced point itself, the displacements are about 0.06 and 0.25 cm. There \(|v\,dk/dz|/|\alpha|\) is about 0.35 and 0.49, so the constant-\(k\) argument is only a rough guide. Both displaced points also lie inside the zone, \(|z|<\Delta z/2\), where the local cold response behind (19) does not hold. At 0.06 cm its time scale \(1/(|\alpha|z)=10.8\) ns is longer than \(\tau\) itself, and the response of crossing electrons is largely resistive there. These indices and displacements indicate orders of magnitude only.

The frequency, resonant field and millitorr pressure of this example are typical of electron-cyclotron-resonance etching sources. The density of \(10^9\) cm\(^{-3}\) is not typical of steady operation, which is roughly \(10^{11}\) cm\(^{-3}\) or more. At 1 mTorr and 300 K, a rough elastic rate coefficient of \(10^{-7}\) cm³/s gives 0.02 collisions during \(\tau\), so wave absorption is the larger concern. At ignition density it makes the local value of \(E_r^2\), and hence \(W\), uncertain by an amount of order 20% if the incident field is used; the actual error depends on the side from which the wave arrives. At \(10^{11}\) cm\(^{-3}\) the change is much larger. If every electron crossed at \(10^8\) cm/s and the incident flux stayed at 0.265 W/cm², energy conservation would limit the mean gain to \(S/(nv)=3.59/21.7=0.17\) eV. A gentler gradient still increases the gain per crossing at fixed local \(E_r\), but at high density that field must come from a wave calculation. The computed values are collected in the numerical output that follows.

## Values computed for the example and the checks

```
wave frequency: 2.45 GHz
angular frequency: 1.5394e+10 rad/s
resonant magnetic field: 875.2 G
magnetic scale length: 10.0 cm
magnetic gradient: 87.52 G/cm
alpha: 1.5394e+09 rad/s per cm
rotating field E_r: 10.0 V/cm
axial speed: 1.00e+08 cm/s
axial energy: 2.843 eV
initial transverse energy: 5.0 eV
effective resonance time tau: 6.389 ns
wave periods in tau: 15.65
resonance width: 0.639 cm
gain share, field only inside width: 0.9464
velocity kick: 1.1237e+08 cm/s
mean gain, formula: 3.5894 eV
mean gain, formula: 5.7509e-19 J
mean gain, simulated: 3.5894 eV
standard deviation, formula: 5.991 eV
largest gain over phase: 12.062 eV
smallest gain over phase: -4.883 eV
simulated gain, speed doubled: 1.7948 eV
simulated gain, gradient doubled: 1.7948 eV
fitted exponent of speed: -0.9997
fitted exponent of gradient: -0.9996
worst error of mean, 12 cases: 0.169 %
worst error of spread, 12 cases: 0.138 %
full-orbit mean gain: 3.562 eV
full orbit / formula, example: 0.9924
full orbit / formula, speed doubled: 0.9922
full orbit / formula, gradient halved: 0.9910
mirror speed change in tau: 5.62 %
up-gradient stopping distance after mean gain: 3.31 cm
turning-point effective time, formula: 25.41 ns
turning-point effective time, simulated: 25.37 ns
speed where tau equals that time: 6.323e+06 cm/s
vacuum Doppler shift of resonance: 0.0334 cm
argon pressure: 1.0 mTorr
gas temperature: 300 K
rough elastic rate coefficient: 1.0e-07 cm3/s
collision frequency: 3.22e+06 1/s
collisions during tau: 0.0206
vacuum wave power flux: 0.2654 W/cm2
ignition density: 1.0e+09 cm-3
power per area from crossings: 0.05751 W/cm2
power per area, cold plasma: 0.05749 W/cm2
absorbed / incident, ignition: 0.217
zone-edge index, ignition: 1.19
higher density: 1.0e+11 cm-3
formal absorbed / incident, higher density: 21.7
zone-edge index, higher density: 6.56
```
